\section*{Equipartition acoustic-phonon scattering in a single two-dimensional subband}

\section{Why the rate cannot depend on energy}

Let a crystal of density $\rho$ and longitudinal sound speed $v$ be at a temperature $T$ high enough for its sound waves to be classical. Expand the dilation as $\nabla\cdot\mathbf u=\sum_{\mathbf q}\Delta_{\mathbf q}\mathrm e^{i\mathbf q\cdot\mathbf r}$ in a volume $V$. The elastic energy of a longitudinal wave is $\tfrac12\rho v^2(\nabla\cdot\mathbf u)^2$ per volume, so the pair $(\mathbf q,-\mathbf q)$ stores $\rho v^2V|\Delta_{\mathbf q}|^2$. The pair has two real amplitudes, each with mean energy $k_BT/2$, hence
\begin{equation}
\langle|\Delta_{\mathbf q}|^2\rangle=\frac{k_BT}{\rho v^2V}.
\end{equation}
This does not depend on $\mathbf q$. An electron whose band edge shifts by $D\,\nabla\cdot\mathbf u$ therefore sees white noise in space,
\begin{equation}
\langle U(\mathbf r)U(\mathbf r')\rangle=S\,\delta(\mathbf r-\mathbf r'),\qquad S=\frac{D^2k_BT}{\rho v^2}.
\end{equation}

Confine the electron to one subband with a real, normalised envelope $\zeta(z)$. The potential averaged over the envelope is $\int\zeta^2U\,dz$. Its correlator is white noise in the plane, of strength $S/W$, with
\begin{equation}
\frac1W=\int\zeta^4\,dz .
\end{equation}

To lowest order the rate is proportional to $S/W$, which has units $\mathrm{J^2m^2}$. If the potential is treated as static, the other available quantities are the in-plane mass $m$ ($\mathrm{J\,s^2m^{-2}}$), $\hbar$ ($\mathrm{J\,s}$) and the kinetic energy $E$ (J). Set $1/\tau\propto(S/W)\,m^{\alpha}\hbar^{\beta}E^{\gamma}$. Metres cancel if $\alpha=1$. Seconds then require $2+\beta=-1$, so $\beta=-3$. Joules require $2+1-3+\gamma=0$, so $\gamma=0$. Thus
\begin{equation}
\frac1\tau=c\,\frac{D^2\,m\,k_BT}{\hbar^3\rho v^2W},
\end{equation}
with a pure number $c$ and no dependence on $E$. In three dimensions the same count with $S$ in $\mathrm{J^2m^3}$ gives $\alpha=3/2$, $\beta=-4$, $\gamma=1/2$. It remains to find $c$ and $W$, and to see where the classical, static picture fails.

\section{Golden rule with real phonons}

The assumptions are a parabolic, isotropic in-plane band, one subband, bulk longitudinal phonons with $\omega=vq$, and a scalar, unscreened coupling $D$. Write $\mathbf q=(\mathbf Q,q_z)$, with $\mathbf Q$ in the plane. The quantised displacement is
\begin{equation}
\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\;\hat{\mathbf q}\left(a_{\mathbf q}\mathrm e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}\mathrm e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
The divergence brings down a factor $\pm iq$. Between states $A^{-1/2}\mathrm e^{i\mathbf k\cdot\mathbf r}\zeta(z)$ of area $A$, the in-plane integral enforces $\mathbf k'=\mathbf k\pm\mathbf Q$, and the $z$ integral leaves
\begin{equation}
I(q_z)=\int\zeta^2(z)\,\mathrm e^{iq_zz}\,dz .
\end{equation}
Confinement breaks translation symmetry along $z$, so $q_z$ is limited by $I$ and not by a conservation law. Since $q^2/\omega=q/v$,
\begin{equation}
|M|^2=\frac{D^2\hbar q}{2\rho vV}\,|I(q_z)|^2\times
\begin{cases}N&\text{absorption}\\ N+1&\text{emission}\end{cases}
\end{equation}
with $N=1/(\mathrm e^{x}-1)$ and $x=\hbar vq/k_BT$. The total rate is
\begin{equation}
\Gamma(E)=\frac{2\pi}{\hbar}\sum_{\mathbf q}\sum_{\pm}|M_\pm|^2\,\delta(E'-E\mp\hbar vq),
\label{full}
\end{equation}
where the upper sign means absorption.

\subsection*{The equipartition, quasi-elastic limit}

Two separate approximations are made.

First, for $x\ll1$ the expansion $N=1/x-1/2+x/12-\dots$ gives
\begin{equation}
N+(N+1)=\frac2x+\frac x6-\dots=\frac{2k_BT}{\hbar vq}\left(1+\frac{x^2}{12}-\dots\right).
\end{equation}
The halves cancel between the two processes. With the leading term the factor $q$ drops out:
\begin{equation}
|M_+|^2+|M_-|^2\simeq\frac{D^2\hbar q}{2\rho vV}\,\frac{2k_BT}{\hbar vq}\,|I|^2=\frac{D^2k_BT}{\rho v^2V}\,|I|^2 .
\end{equation}

Second, for $\hbar vq\ll E$ the phonon energy is dropped from the delta function. With $V=AL_z$ and $\sum_{q_z}\to L_z\int dq_z/2\pi$, the sum factorises:
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho v^2}\left[\int\frac{dq_z}{2\pi}|I|^2\right]\left[\frac1A\sum_{\mathbf k'}\delta(E'-E)\right].
\end{equation}
The last bracket is the density of final states for one spin and one valley, because this coupling changes neither:
\begin{equation}
\int\frac{2\pi k'dk'}{(2\pi)^2}\,\delta(E'-E)=\frac{1}{2\pi}\,\frac{m}{\hbar^2}=\frac{m}{2\pi\hbar^2},
\end{equation}
using $k'dk'=m\,dE'/\hbar^2$. This constant is the microscopic origin of the energy independence. The first bracket follows from Parseval's theorem for the pair $\zeta^2(z)$, $I(q_z)$:
\begin{equation}
\int\frac{dq_z}{2\pi}|I(q_z)|^2=\int\left[\zeta^2(z)\right]^2dz=\frac1W .
\end{equation}
Therefore $c=1$:
\begin{equation}
\boxed{\;\frac1\tau=\frac{D^2\,m\,k_BT}{\hbar^3\rho v^2}\,\frac1W\;}
\label{rate}
\end{equation}

\subsection*{Momentum relaxation and mobility}

For elastic scattering through an angle $\theta$, momentum relaxes at the rate obtained by weighting each event with $1-\cos\theta$. After the $q_z$ integral the transition probability does not depend on $\mathbf Q$, hence not on $\theta$, and $\cos\theta$ averages to zero. Equation (\ref{rate}) is thus also the momentum-relaxation rate. Since $\tau$ is the same for all electrons, no energy average is needed:
\begin{equation}
\mu=\frac{e\tau}{m}=\frac{e\hbar^3\rho v^2W}{D^2m^2k_BT}.
\end{equation}
At fixed $W$ the mobility falls as $1/T$ and as $1/m^2$; one power of $m$ comes from the density of states, the other from inertia.

\section{The effective thickness}

\textbf{Infinite well.} For $0<z<L$, $\zeta^2=(2/L)\sin^2(\pi z/L)$. The mean of $\sin^4$ over a half period is $3/8$, because $\sin^4\phi=\tfrac38-\tfrac12\cos2\phi+\tfrac18\cos4\phi$. Hence
\begin{equation}
\frac1W=\frac{4}{L^2}\cdot\frac{3L}{8}=\frac{3}{2L}.
\end{equation}

\textbf{Fang--Howard state.} For $z>0$ take $\zeta=Cz\,\mathrm e^{-bz/2}$. With $\int_0^\infty z^n\mathrm e^{-az}dz=n!/a^{n+1}$, normalisation requires $C^2\cdot2/b^3=1$, so $\zeta^2=(b^3/2)z^2\mathrm e^{-bz}$ and
\begin{equation}
\frac1W=\frac{b^6}{4}\,\frac{4!}{(2b)^5}=\frac{24\,b}{128}=\frac{3b}{16}.
\end{equation}

The parameter $b$ must come from the electrostatics. For a constant field $F$ against a hard wall and a mass $m_z$ normal to the layer, minimise the energy. From $\zeta'=C(1-bz/2)\mathrm e^{-bz/2}$,
\begin{equation}
\int\zeta'^2dz=\frac{b^3}{2}\left(\frac1b-\frac{b}{b^2}+\frac{b^2}{4}\,\frac{2}{b^3}\right)=\frac{b^2}{4},\qquad
\langle z\rangle=\frac{b^3}{2}\,\frac{3!}{b^4}=\frac3b .
\end{equation}
The energy is $\hbar^2b^2/8m_z+3eF/b$. Its derivative vanishes when $\hbar^2b/4m_z=3eF/b^2$, so
\begin{equation}
b^3=\frac{12\,m_zeF}{\hbar^2}.
\end{equation}
In this approximation the rate grows as $F^{1/3}$ at fixed $T$: a stronger field squeezes the layer and admits phonons with larger $q_z$.

\section{Several subbands and the bulk limit}

For a transition between subbands $i$ and $j$, $\zeta^2$ in $I$ is replaced by $\zeta_i\zeta_j$, and Parseval gives $1/W_{ij}=\int\zeta_i^2\zeta_j^2dz$. In the infinite well with $i\ne j$, write each $\sin^2$ as $(1-\cos)/2$. The cosine terms integrate to zero and the mean product is $1/4$, so $1/W_{ij}=(4/L^2)(L/4)=1/L$. When the total energy passes the second subband edge, the rate of a first-subband electron steps up by $(1/L)/(3/2L)=2/3$ of its former value. Energy independence holds on each tread of this staircase, not across the steps.

For a thick well with isotropic mass, about $kL/\pi$ subbands lie below the energy $\hbar^2k^2/2m$. Each contributes $1/L$, and the extra $1/2L$ of the electron's own subband becomes negligible. The sum $k/\pi$ replaces $1/W$:
\begin{equation}
\frac1\tau\to\frac{D^2mk_BT}{\hbar^3\rho v^2}\,\frac k\pi .
\end{equation}
This is the bulk golden-rule result, $(2\pi/\hbar)S$ times the bulk density of states per spin $mk/2\pi^2\hbar^2$. It grows as $E^{1/2}$, as the dimensional count requires.

\section{When the phonons are not soft}

The typical $q_z$ follows from its mean square weighted by $|I|^2$. Multiplication by $q_z$ corresponds to differentiation in $z$, so
\begin{equation}
\langle q_z^2\rangle=W\int\left[\frac{d\zeta^2}{dz}\right]^2dz .
\end{equation}
For the well, $d\zeta^2/dz=(2\pi/L^2)\sin(2\pi z/L)$. The integral of its square is $2\pi^2/L^3$, and multiplication by $W=2L/3$ gives $4\pi^2/3L^2$. For Fang--Howard,
\begin{equation}
\int\left[\frac{d\zeta^2}{dz}\right]^2dz=\frac{b^6}{4}\int_0^\infty(2z-bz^2)^2\mathrm e^{-2bz}dz=\frac{b^3}{4}\left(1-\frac32+\frac34\right)=\frac{b^3}{16},
\end{equation}
and multiplication by $16/3b$ gives $b^2/3$. Confinement thus sets a phonon energy $\hbar v\langle q_z^2\rangle^{1/2}$ that does not vanish for slow electrons.

This matters at the subband bottom. An electron with $E\to0$ cannot emit, however small $\hbar\omega/k_BT$ may be. Absorption alone supplies half of the equipartition sum, so $\Gamma(0)\to1/2\tau$ for soft phonons. Equipartition is therefore not sufficient for a constant rate; $E$ must also exceed the energies of the phonons that matter, so that their emission is allowed.

Equation (\ref{full}) was integrated numerically with Bose occupations and exact energy conservation. In a test with the sound speed reduced twentyfold, in the formula too, total and momentum-relaxation rates at $E/k_BT=0.5,1,2,4$ agreed with (\ref{rate}) for both envelopes of the next section, to within $3.5\times10^{-5}$ of its value. At the bottom of the well's subband the ratio was $0.499$.

\section{Worked example: strained silicon at 150 K}

Two layers share rough silicon parameters: $m=0.19\,m_0$, $m_z=0.916\,m_0$, $D=10$ eV, $\rho=2.33$ g/cm$^3$, $v=9$ km/s. Strain is assumed to leave only the two valleys with this orientation occupied. One layer is a well with $L=5$ nm. The other is pressed against a barrier by $F=0.2$ MV/cm.

The common prefactor, with $k_BT=12.93$ meV, is
\begin{equation}
\frac{D^2mk_BT}{\hbar^3\rho v^2}=\frac{(1.602\times10^{-18})^2(1.731\times10^{-31})(2.071\times10^{-21})}{(1.0546\times10^{-34})^3(2330)(9000)^2}\simeq4.16\times10^3\ \mathrm{m/s},
\end{equation}
or 4.16 nm/ps. For the well, $1/W=3/(2\times5)=0.300$ nm$^{-1}$. The rate is 1.25 ps$^{-1}$, $\tau=0.80$ ps, and $\mu=e\tau/m=0.742$ m$^2$/Vs, or 7400 cm$^2$/Vs. For the field-held layer, $b=1.424$ nm$^{-1}$ and $1/W=3b/16=0.267$ nm$^{-1}$, giving 1.11 ps$^{-1}$ and 8300 cm$^2$/Vs.

\textbf{Energy dependence.} The phonon energies at root-mean-square $q_z$ are 4.3 and 4.9 meV, about a third of $k_BT$. The inelastic rate divided by (\ref{rate}) is:
\begin{center}
\begin{tabular}{lccccc}
$E/k_BT$ & 0 & 0.5 & 1 & 2 & 4\\
Well & 0.470 & 0.9 & 1.004 & 1.007 & 1.011\\
Fang--Howard & 0.472 & 0.9 & 0.989 & 1.008 & 1.014
\end{tabular}
\end{center}
The entries at $0.5\,k_BT$ are rounded to one digit, because the numerical treatment of the emission threshold costs up to about 1\% there; the entries at $E=0$ and $k_BT$ are uncertain by about 0.001. At the tabulated energies from $k_BT$ upwards the one-subband rate lies within 1.5\% of (\ref{rate}). Scattering into the second subband is left out of the table. It is already possible at $4k_BT=52$ meV, since the second edge lies $3\pi^2\hbar^2/2m_zL^2=49$ meV above the first in the hard-walled well and 45 meV above it in the constant field; beyond the edge the elastic rate steps up by 2/3 of its value in the hard-walled well and by about 0.38 in the constant field, where $\int\zeta_1^2\zeta_2^2dz$ is a smaller fraction of $\int\zeta_1^4dz$. At $0.5\,k_BT=6.5$ meV part of the emission is already forbidden. A relaxation-time estimate, which averages the inverse momentum-relaxation rate with weight $E\,\mathrm e^{-E/k_BT}$, raises the mobility by 3 to 4\% in both layers. It is not a full solution of the inelastic Boltzmann equation.

\textbf{Shape of the envelope.} The value $3b/16$ is the correct integral for the Fang--Howard function, but that function is a trial state. The Airy ground state in the same field has $1/W=0.327$ nm$^{-1}$, so the trial value is 18\% too low, although the trial energy, 63.2 meV against 59.7 meV, is only 6\% too high. A minimum-energy fit does not guarantee a good $\int\zeta^4dz$. With the Airy value the mobility is $8343\times0.816\simeq6800$ cm$^2$/Vs, which reverses the order of the two layers. For the well, replacing hard walls by 0.2 eV barriers, with the same mass throughout, lets the envelope spread: $1/W$ falls to 0.252 nm$^{-1}$ and the one-subband mobility rises by the factor $0.300/0.252\simeq1.19$, to about 8800 cm$^2$/Vs.

\textbf{Second subband.} The gap is 34.6 meV in the finite well and 44.7 meV in the constant field. With $g$ the gap divided by $k_BT$, the Boltzmann factors $\mathrm e^{-g}$ are 0.07 and 0.03. They understate the effect on the mobility, because fast electrons carry much of the current. In the one-subband model a share $(1+g)\mathrm e^{-g}$ of the current, about 25\% and 14\%, comes from electrons with enough energy to scatter elastically into the second subband. An elastic estimate with both subbands, using the overlaps $\int\zeta_i^2\zeta_j^2dz$, lowers the mobility by about 12\% in the finite well and 4\% in the constant field.

\textbf{Screening and filling.} At the assumed density $n=2\times10^{10}$ cm$^{-2}$ the occupation at the subband bottom is 0.01. In a non-degenerate thin sheet a slowly varying potential energy $U$ changes the density by $-nU/k_BT$, which reduces each Fourier component by $1+q_s/Q$ with $q_s=e^2n/2\epsilon k_BT$. Averaging $(1+q_s/Q)^{-2}$ over angle at $E=k_BT$, with relative permittivity 11.7, gives 0.88. At this energy the 12\% reduction of the total rate is an upper estimate, because the response weakens at wavelengths comparable to the thermal wavelength or the layer thickness. For slower electrons, which exchange smaller $Q$, the reduction is larger. The momentum-relaxation rate falls less, since screening acts mostly on small-angle events. The electrons' own field, 0.003 MV/cm, is small against the gate field.

\textbf{Anisotropic coupling.} In silicon the coupling depends on the direction of $\mathbf q$. With $c=q_z/q$, longitudinal waves couple through $\Xi_d+\Xi_uc^2$, and transverse waves add a term proportional to $\Xi_u^2c^2(1-c^2)/v_t^2$. Taking roughly $\Xi_d=1.1$ eV, $\Xi_u=10.5$ eV and $v_t=5.4$ km/s, the elastic rate in the well, relative to that with $D=10$ eV, is 1.17, 1.10 and 0.87 at $E/k_BT=0.5$, 1 and 4. These values assume isotropic elasticity. The relevant phonons travel mostly near the layer normal, where the longitudinal speed in silicon is about 8.4 km/s rather than 9 km/s; with the cubic elastic constants (about 166, 64 and 80 GPa) the ratios rise by about 15\%, to 1.36, 1.27 and 0.99, with the same trend in energy. Faster electrons involve larger $Q$, hence smaller $c$ and weaker longitudinal coupling; the transverse term does not compensate. Scattering is then no longer isotropic: large-angle events involve the largest $Q$, so the momentum-relaxation rate falls still faster with energy than the total rate. Above $k_BT$ this breaks energy independence far more than inelasticity does. A single $D$ is then an effective value tied to the thickness and temperature.

\textbf{Intervalley phonons.} For a phonon of energy $\hbar\omega$ and coupling $D_i$ per unit displacement, the population averages of absorption and emission both equal $N$, because $(N+1)\mathrm e^{-\hbar\omega/k_BT}=N$. The ratio to the acoustic rate is $D_i^2\hbar^2v^2N/(\hbar\omega D^2k_BT)$. Assumed couplings of 0.5, 0.8 and $11\times10^8$ eV/cm at 12, 19 and 62 meV add up to 0.11. This is a ratio of mean rates. In the one-subband model with the constant acoustic rate the mobility falls by about 14\%, more than the 10\% this ratio suggests, because the faster electrons, which carry most of the current, emit these phonons more easily.

\textbf{Relation to real layers.} Silicon wells a few nanometres thick between silicon--germanium barriers are the real counterpart. The chosen density is low, which keeps the electrons non-degenerate and the screening weak; in this regime $q_s$ grows in proportion to the density. In the one-subband model, hard walls make the mobility of the well 16\% lower than the value with 0.2 eV barriers; scattering into the second subband, which lies lower in the softer well, reduces this difference. Impurities, interface roughness and altered phonons at the interfaces are left out; the first two add scattering. The mobilities are phonon-limited model values, not predictions of measurements.

\section{Notes for implementation}

\begin{itemize}
\item Equation (\ref{rate}) already contains absorption and emission. A simulation that treats them separately should weight them by $N$ and $N+1$ and forbid emission for $E<\hbar\omega$. Equal halves would violate detailed balance, and the electrons would heat up steadily instead of settling at the lattice temperature.
\item Do not multiply the final density of states by spin or valley degeneracy.
\item If a numerical envelope is available, use $\int\zeta^4dz$ directly instead of $3/2L$ or $3b/16$.
\item Before using a constant rate, compare the phonon energies, set by $\langle q_z^2\rangle^{1/2}$ and by in-plane wavevectors up to about $2k$, with both $k_BT$ and the energies that carry the current. Thin layers and low temperatures violate the condition first.
\item The collision broadening $\hbar/\tau$ should be small against $k_BT$. Here it is 0.82 meV against 12.93 meV.
\end{itemize}

The numerical output that follows lists the main values used above.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 150 K
Thermal energy kB T: 12.93 meV
In-plane mass: 0.19 m0
Normal mass: 0.916 m0
Deformation potential D: 10 eV
Mass density: 2.33 g/cm3
Longitudinal sound speed: 9 km/s
Well width L: 5 nm
Gate field: 0.2 MV/cm
Fang-Howard b: 1.424 1/nm
Fang-Howard mean depth 3/b: 2.107 nm
Well 1/W: 0.3 1/nm
Well W: 3.333 nm
Well rate: 1.247 1/ps
Well lifetime: 0.8019 ps
Well mobility: 7423 cm2/Vs
Well phonon energy at rms qz: 4.298 meV
Fang-Howard 1/W: 0.2669 1/nm
Fang-Howard W: 3.746 nm
Fang-Howard rate: 1.11 1/ps
Fang-Howard lifetime: 0.9013 ps
Fang-Howard mobility: 8343 cm2/Vs
Fang-Howard phonon energy at rms qz: 4.869 meV
Soft-phonon test, largest deviation: 3.5e-05
Soft-phonon rate/formula at E=0: 0.499
Inelastic/formula, E=0.0 kT: well 0.470, FH 0.472
Inelastic/formula, E=0.5 kT: well 0.903, FH 0.894
Inelastic/formula, E=1.0 kT: well 1.004, FH 0.989
Inelastic/formula, E=2.0 kT: well 1.007, FH 1.008
Inelastic/formula, E=4.0 kT: well 1.011, FH 1.014
Mesh shift of well ratio at E=kT: 1.7e-06
Inelastic/formula mobility, well: 1.035
Inelastic/formula mobility, FH: 1.037
Energy-quadrature shift, well mobility: 1.8e-04
Barrier height: 0.2 eV
Finite-barrier well 1/W: 0.2517 1/nm
Its relative mesh shift: 6.5e-06
Airy ground-state 1/W: 0.327 1/nm
Fang-Howard/Airy 1/W: 0.816
Solver mesh shift of 1/W: 3.9e-06
Fang-Howard trial energy: 63.22 meV
Airy ground level: 59.69 meV
Finite well: gap 34.6 meV, population ratio 0.069
Triangular well: gap 44.7 meV, population ratio 0.032
Electron density: 2.0e+10 1/cm2
Field of the electrons: 0.0031 MV/cm
Screened/unscreened rate at E=kT: 0.882
Occupation at subband bottom: 0.0097
Collision broadening hbar/tau, well: 0.8208 meV
Anisotropic/isotropic rate, E=0.5,1,4 kT: 1.173, 1.096, 0.865
Intervalley/acoustic rate: 0.108
\end{verbatim}
